\section*{Tunnel-transistor current suppression from a linear band drop}

\section{Tunnelling through a linear band drop}

In a tunnel transistor, electrons pass from the valence band of the source to the conduction band of the channel. Let the source valence edge be at energy $0$ and the channel conduction edge at $-w$, so that $w>0$ is the open tunnelling window. If both band edges fall linearly over a length $\lambda$ that does not depend on $w$, the semiclassical transmission is $e^{-B}$ for every energy in the window, with
\begin{equation}
B(w)=\frac{B_0}{1+w/E_g},\qquad
B_0=\frac{4}{3}\,\frac{\lambda\sqrt{2mE_g}}{\hbar}.
\label{eq:result}
\end{equation}
Here $E_g$ is the gap and $m$ the tunnelling mass. The number $4/3$ belongs to a single parabolic branch in the gap, or to an indirect gap with $m$ the reduced mass and the phonon energy neglected. The factor $1/(1+w/E_g)$ holds for any dispersion in the gap. The cold current of one spin-degenerate mode is
\begin{equation}
I=\frac{2e}{h}\,P\,w\,e^{-B(w)},
\label{eq:current}
\end{equation}
where $P=1$ for direct tunnelling in the semiclassical approximation, and $P$ is a phonon factor, taken constant, for an indirect gap. Opening the window thus acts twice: it admits more energies, and it steepens the bands, which lowers the exponent.

\subsection{Where the length comes from}

Consider a semiconductor film of thickness $t_s$ and permittivity $\varepsilon_s$ under an oxide of thickness $t_{ox}$ and permittivity $\varepsilon_{ox}$. Neglect charge in the channel and flux through the bottom of the film, and let the potential $\phi(x)$ be uniform across its thickness. In a slice of length $dx$, the net lateral flux of $\varepsilon\nabla\phi$ and the flux towards the gate, at potential $\phi_g$, must add to zero:
\begin{equation}
\varepsilon_s t_s\phi''\,dx+\varepsilon_{ox}\frac{\phi_g-\phi}{t_{ox}}\,dx=0 .
\end{equation}
Hence
\begin{equation}
\phi''=\frac{\phi-\phi_g}{\lambda^2},\qquad
\lambda^2=\frac{\varepsilon_s}{\varepsilon_{ox}}\,t_st_{ox}.
\label{eq:lambda}
\end{equation}
The solution that settles to the gate-controlled value is $\phi-\phi_g\propto e^{-x/\lambda}$. Electrostatics therefore supplies a length, but not a straight line. The linear drop is a further assumption, and $\lambda$ in \eqref{eq:result} is strictly an effective drop length. The cost of identifying the two lengths is worked out below.

\subsection{Geometry of the window}

The conduction edge is at $E_g$ in the source and at $-w$ in the channel, so the total drop is
\begin{equation}
D=E_g+w .
\label{eq:drop}
\end{equation}
For $0\le x\le\lambda$ the edges are
\begin{equation}
E_v(x)=-\frac{D}{\lambda}x,\qquad E_c(x)=E_g-\frac{D}{\lambda}x .
\label{eq:edges}
\end{equation}
An elastic transition needs a valence state in the source, $E<0$, and a conduction state in the channel, $E>-w$. The forbidden region begins where $E_v=E$ and ends where $E_c=E$:
\begin{equation}
x_v=\frac{-E}{D}\lambda,\qquad x_c=\frac{E_g-E}{D}\lambda .
\label{eq:turning}
\end{equation}
Since $-w<E<0$, both points lie between $0$ and $\lambda$, inside the linear region. Their separation,
\begin{equation}
x_c-x_v=\frac{\lambda E_g}{E_g+w},
\label{eq:path}
\end{equation}
does not contain $E$. Changing the energy slides the forbidden segment along the slope without changing its length. For $w<0$ no energy satisfies both conditions, and the elastic current vanishes.

\subsection{The exponent for any dispersion}

In the gap the wave decays as $\exp(-\int\kappa\,dx)$, and the transmission is the square of this amplitude:
\begin{equation}
B=2\int_{x_v}^{x_c}\kappa\,dx .
\label{eq:wkb}
\end{equation}
This keeps the exponential and sets its prefactor to one, an approximation justified in general only for $B\gg1$ and an energy not too close to either end of the window. The decay rate depends on position through the height above the local valence edge, $\varepsilon=E-E_v(x)$. From \eqref{eq:edges}, $d\varepsilon=(D/\lambda)\,dx$, while $\varepsilon$ runs from $0$ at $x_v$ to $E_g$ at $x_c$. Therefore
\begin{equation}
B(w)=\frac{2\lambda}{E_g+w}\int_0^{E_g}\kappa(\varepsilon)\,d\varepsilon .
\label{eq:general}
\end{equation}
The integral is a property of the material; the window enters through the factor in front. Dividing by the value at $w=0$ gives
\begin{equation}
\frac{B(w)}{B(0)}=\frac{E_g}{E_g+w}=\frac{1}{1+w/E_g}.
\label{eq:window}
\end{equation}
Physically, the window acts on the exponent through the force $D/\lambda$. If a device kept this force fixed as the window opened, so that $\lambda$ grew in proportion to $D$, the exponent would not change. Holding $\lambda$ fixed is thus an essential condition of \eqref{eq:result}.

\subsection{Three forms of the gap integral}

\paragraph{One parabolic branch.} If the electron decays as a conduction-band state throughout, its barrier is $E_c-E=E_g-\varepsilon$ and $\kappa=\sqrt{2m(E_g-\varepsilon)}/\hbar$. Then
\begin{equation}
\int_0^{E_g}\kappa\,d\varepsilon
=\frac{\sqrt{2m}}{\hbar}\,\frac{2}{3}E_g^{3/2}.
\end{equation}
Inserting this in \eqref{eq:general} at $w=0$ gives $B_0$ in \eqref{eq:result}.

\paragraph{Indirect gap.} In silicon the band extrema lie at different crystal momenta, and a phonon supplies the difference. The electron decays on the valence branch, with mass $m_v$, until the phonon acts, and then on the conduction branch, with mass $m_c$. If it emits a phonon of energy $\Omega$, its final energy is $E-\Omega$ and the remaining barrier is $G-\varepsilon$, where $G=E_g+\Omega$. For a switch at $\varepsilon=s$ the exponent is
\begin{equation}
B_s=\frac{2\sqrt2\,\lambda}{\hbar D}
\left[\int_0^s\!\sqrt{m_v\varepsilon}\,d\varepsilon
+\int_s^G\!\sqrt{m_c(G-\varepsilon)}\,d\varepsilon\right].
\label{eq:switch}
\end{equation}
The phonon may act anywhere, but the smallest exponent dominates. The derivative of the bracket is $\sqrt{m_vs}-\sqrt{m_c(G-s)}$. It increases with $s$, so its zero is a minimum:
\begin{equation}
s=\frac{m_c}{m_v+m_c}G,\qquad G-s=\frac{m_v}{m_v+m_c}G .
\end{equation}
The bracket then equals
\begin{align}
&\frac23\left[\sqrt{m_v}\,s^{3/2}+\sqrt{m_c}\,(G-s)^{3/2}\right]\nonumber\\
&\quad=\frac23G^{3/2}\sqrt{m_vm_c}\;\frac{m_c+m_v}{(m_v+m_c)^{3/2}}
=\frac23G^{3/2}\sqrt{m_r},
\end{align}
with $m_r=m_vm_c/(m_v+m_c)$. Hence
\begin{equation}
B_\Omega(w)=\frac{4}{3}\,\frac{\lambda\sqrt{2m_r}}{\hbar}\,
\frac{(E_g+\Omega)^{3/2}}{E_g+w}.
\label{eq:phonon}
\end{equation}
For $\Omega\to0$ this is \eqref{eq:result} with $m=m_r$. The initial state needs $E<0$ and the final one $E-\Omega>-w$, so emission also narrows the window to $w-\Omega$. Absorption reverses the sign of $\Omega$ in both places. The strength of the phonon coupling and the spread of switching points around the minimum belong to $P$, which this argument does not determine.

\paragraph{Symmetric two-band gap.} For a direct gap whose two edges have the same mass $m$ and are joined by one complex band,
\begin{equation}
\kappa^2=\frac{2m}{\hbar^2}\,\frac{\varepsilon(E_g-\varepsilon)}{E_g}.
\label{eq:twoband}
\end{equation}
The curve $\sqrt{\varepsilon(E_g-\varepsilon)}$ is a semicircle of radius $E_g/2$, with area $\pi E_g^2/8$. Equation \eqref{eq:general} gives
\begin{equation}
B_0=\frac{2\lambda}{E_g}\,\frac{1}{\hbar}\sqrt{\frac{2m}{E_g}}\,
\frac{\pi E_g^2}{8}
=\frac{\pi}{4}\,\frac{\lambda\sqrt{2mE_g}}{\hbar}.
\label{eq:piover4}
\end{equation}
The coefficient changes and the window factor does not.

This case can be tested without the semiclassical approximation. The two-component Hamiltonian $vp\,\sigma_x+(E_g/2)\sigma_z+U(x)$ has the decay law \eqref{eq:twoband} with $m=E_g/2v^2$. In units $\hbar=v=E_g/2=1$, with a drop length of $20$, equation \eqref{eq:piover4} and the window factor give $B=20\pi/D$. Integrating the wave equation through the finite drop at midwindow gives $-\ln T=20.965$, $15.723$ and $10.485$ for $w=1$, $2$ and $4$; the formula gives $20.944$, $15.708$ and $10.472$. For $w=2$, moving the energy by $0.3$ to either side of midwindow gives $15.683$. For these cases the exponent, its window dependence and its near independence of energy around midwindow are thus confirmed within $0.03$ in $\ln T$. Closer to the window edges the deviation reaches a few tenths in $\ln T$, and at the edges themselves $T$ vanishes with the velocity, so the formula fails there. The exponents tested are also larger than those of the silicon example below, so the agreement does not fix the prefactor there.

\subsection{Current and gate response}

In one mode, the states in $dk$ carry the electron current $2e\,v\,dk/2\pi$, the $2$ being for spin. Since $v=dE/\hbar\,dk$, this is $(2e/h)\,dE$, and the velocity cancels. With transmission $Pe^{-B}$ and occupations $f_S$ and $f_D$ of source and drain,
\begin{equation}
I=\frac{2e}{h}\int_{-w}^{0}Pe^{-B}\,(f_S-f_D)\,dE .
\label{eq:landauer}
\end{equation}
In the cold limit, with the source states in the window full and the drain states empty, $f_S-f_D=1$. Because $B$ is independent of $E$, the integral is $w$ times a constant, which is \eqref{eq:current}.

To find the gate response, write $B=B_0E_g/(E_g+w)$, so that
\begin{equation}
\frac{dB}{dw}=-\frac{B_0E_g}{(E_g+w)^2}=-\frac{B}{E_g+w}.
\end{equation}
Differentiating $\ln I=\ln w-B+\text{constant}$ then gives
\begin{equation}
\frac{d\ln I}{dw}=\frac1w+\frac{B}{E_g+w}.
\label{eq:slope}
\end{equation}
With ideal gate control, a change $dV_g$ in gate voltage changes the window by $e\,dV_g$. The swing, the gate voltage per decade of current, is
\begin{equation}
S=\frac{\ln10}{e}\left[\frac1w+\frac{B}{E_g+w}\right]^{-1}.
\label{eq:swing}
\end{equation}

Just after opening, $w\ll E_g$, the exponent is $B\simeq B_0(1-w/E_g)$. The transmission grows as $e^{w/w_0}$ with $w_0=E_g/B_0$, while the count of energies grows from zero. For $w\ll w_0$, a stricter condition than $w\ll E_g$ because $B_0\gg1$, the first term of \eqref{eq:slope} dominates and $S\simeq w\ln10/e$: the steepness comes from the band edge cutting off the available energies. This is the limit of the semiclassical law. For direct tunnelling between flat bands, the true transmission also vanishes as the square root of the distance from each band edge, like the velocities there. The current then starts as $\int_{-w}^{0}\sqrt{-E(E+w)}\,dE\propto w^2$, and the swing is half as large. At large $w$ the exponent falls towards zero, and once $B$ is no longer large the semiclassical argument no longer justifies the formula in general.

The exponent alone is steepest at $w=0$, where its swing is $(\ln10/e)\,E_g/B_0$. For this to reach the thermal value $(\ln10/e)\,k_BT$, one needs $B_0=E_g/k_BT$. With $E_g=1.12$ eV at 300 K this is about $43$, a transmission of order $10^{-19}$. In this model, a steep exponent is bought with a very small current.

\subsection{A silicon thin-body device}

Take rough typical values for silicon: $E_g=1.12$ eV and tunnelling masses of $0.19$ and $0.16$ free-electron masses for electron and hole. The reduced mass is $0.19\times0.16/0.35=0.0869$. Let the drop length be $\lambda=4$ nm. Then $\sqrt{2m_rE_g}/\hbar=1.598$ nm$^{-1}$ and
\begin{equation}
B_0=\tfrac43\times4\times1.598=8.52,\qquad e^{-B_0}=2.0\times10^{-4}.
\end{equation}
At $w=0.5$ eV the drop is $1.62$ eV, the field $1.62\ \text{V}/4\ \text{nm}=4.05$ MV/cm, and the path $4\times1.12/1.62=2.77$ nm. The exponent is $8.52\times1.12/1.62=5.89$. With $2e^2/h=77.5\ \mu$S, the current for $P=1$ is
\begin{equation}
77.5\ \mu\text{S}\times0.5\ \text{V}\times2.76\times10^{-3}=107\ \text{nA}.
\end{equation}
This is a reference value per mode, not a prediction for silicon, whose $P$ has not been calculated.

At $w=0.1$ eV the exponent is $7.82$ and the reference current $3.1$ nA. Between the two windows the current rises by a factor of $34.5$: a factor $0.5/0.1=5$ from the count of energies and $e^{7.82-5.89}=6.9$ from the exponent. A constant $P$ cancels in this ratio. For an indirect gap this neglects a dependence of $P$ on the field, since the stretch of positions over which the switch is likely narrows as the bands steepen.

The two terms of \eqref{eq:slope} are $10$ and $6.4$ eV$^{-1}$ at $w=0.1$ eV, giving $S=140$ mV per decade. At $0.5$ eV they are $2$ and $3.6$ eV$^{-1}$, giving $408$ mV per decade. The cold law falls below the 300 K thermal swing of $59.5$ mV per decade for $w<32$ meV. That interval is comparable with $k_BT=26$ meV and smaller than the 60 meV phonon energy considered below, so it is a property of the cold semiclassical law and not a forecast for a silicon device at room temperature. The unit prefactor is also uncertain at these windows. The edge region in which it fails has a width of order $[\hbar^2(D/\lambda)^2/2m]^{1/3}$, about $0.27$ eV at $w=0.1$ eV, which is wider than that window. As a measure of the effect, the wave solution of the direct two-band model with the same $E_g$ and $B_0$ gives currents $1.36$ and $1.22$ times \eqref{eq:current} at $0.1$ and $0.5$ eV, a ratio of $31$ in place of $34.5$, swings of $115$ and $456$ mV per decade, and a sub-thermal interval of $51$ meV.

\subsection{What the straight line leaves out}

Replace the straight drop by the exponential one suggested by \eqref{eq:lambda}, with the same $D$ and $\lambda$:
\begin{equation}
E_v(x)=-D\left(1-e^{-x/\lambda}\right).
\end{equation}
Let $u=E+w$ be the energy above the channel edge. Then $\varepsilon=E-E_v=u+E_g-De^{-x/\lambda}$, and $d\varepsilon/dx=(D/\lambda)e^{-x/\lambda}=(u+E_g-\varepsilon)/\lambda$. Equation \eqref{eq:wkb} becomes
\begin{equation}
B_{\exp}(u)=2\lambda\int_0^{E_g}
\frac{\kappa(\varepsilon)}{u+E_g-\varepsilon}\,d\varepsilon .
\label{eq:exponential}
\end{equation}
For $\varepsilon>0$ and $u\le w$ the denominator is smaller than $D$, so this exponent exceeds \eqref{eq:general} at every energy in the window. It also depends on energy, because low-lying electrons must cross the flat tail of the profile.

The effect is large. With the indirect-gap decay rate of \eqref{eq:switch}, the silicon masses above and $\Omega=0$, averaging the transmission over the window and taking minus its logarithm gives an effective exponent of $20.6$ at $w=0.1$ eV and $11.6$ at $0.5$ eV, against $7.8$ and $5.9$ for the line. The currents are multiplied by $2.9\times10^{-6}$ and $3.2\times10^{-3}$. On a curved profile the shape of $\kappa(\varepsilon)$ matters, not only its integral: a single conduction branch of mass $m_r$, which has the same exponent on the line, gives $17.3$ and $10.5$ here. A straight line with the same effective exponent would need a length of $4\times20.6/7.82=10.5$ nm at the smaller window and $4\times11.6/5.89=7.9$ nm at the larger. The effective length therefore shrinks as the window opens, and the exponent falls faster than \eqref{eq:window} states. Equation \eqref{eq:result} describes the mechanism; using it with the electrostatic decay length as the drop length seriously overestimates the current here.

\subsection{Comparison with real devices}

Bodies of a few nanometres and oxides near one nanometre are realistic, but a complete drop within 4 nm, with its field of 4 MV/cm, is an optimistic choice. For a 5 nm body, a 1 nm oxide and relative permittivities $11.7$ and $3.9$, equation \eqref{eq:lambda} gives $3.87$ nm. The slowest mode of the two-dimensional Laplace equation for the same layers decays over $4.92$ nm: the body is not thin compared with $\lambda$, so the potential is not uniform across it. With the longer length, the linear-drop exponent at $0.5$ eV rises from $5.89$ to $7.24$. In the film model the full drop also lies across the oxide at the source edge. At this window that is $1.62$ V over 1 nm, or 16 MV/cm, above the usual breakdown field of silicon dioxide, which is of order 10 MV/cm. The example is therefore an idealised one. The profile also penetrates the source, which takes up part of the drop and so lowers both the oxide field and the lateral field. At a doping of $10^{20}$ cm$^{-3}$, terminating the full lateral field of 4.05 MV/cm would require a depleted depth $\varepsilon_sF/eN=2.6$ nm, with $F$ the field and $N$ the doping. This is nearly the tunnelling path itself, so a quantitative device calculation must solve for the source and channel potentials together. Of the effects sized here, the curved profile moves the current most.

The remaining corrections are estimated one at a time on the linear drop, with $w$ held fixed:
\begin{itemize}
\item Emission of a 60 meV phonon multiplies the current by $0.212$ at $w=0.1$ eV and $0.545$ at $0.5$ eV, through the exponent and the narrower window together. This is silicon's optical phonon; an acoustic phonon near 18 meV also assists tunnelling and narrows the window less.
\item Confinement in the 5 nm body, with hard walls and masses $0.92$ and $0.28$, raises the gap by about 70 meV and the exponent at $0.5$ eV to $6.19$ if the tunnelling masses are kept. The mass $0.28$ is that of the heavy-hole subband, whose mass in the plane of the film is nearer $0.22$ than $0.16$; with that value the exponent is about $6.7$.
\item Silicon's electron mass is anisotropic. With the heavy mass $0.92$ along the path, the exponent at $0.5$ eV is $7.38$.
\item A source Fermi level 50 meV below the valence edge, at 300 K and a drain bias of $0.6$ V, leaves factors of $0.50$ and $0.89$ at the two windows. The first is one half because the Fermi level bisects that window.
\end{itemize}

Phonon absorption limits the suppression when the window closes. At $w=0$ it still opens an interval $\Omega$. Weighting absorption relative to emission by $e^{-\Omega/k_BT}$, and taking full source and empty final states, gives, for the linear drop, a leakage of $3\times10^{-3}$ of the emission current at $w=0.5$ eV. The curved profile makes this ratio far smaller, because it raises the exponent more at the closed window than at the open one. In this one-phonon estimate that path closes at $w=-\Omega$. Tunnelling through defects and directly from source to drain is not included; either can add leakage.

Impact ionisation is not driven by the window itself. After tunnelling, the electron can gain $E+w$ in the channel and the hole $-E$ in the source, together $w=0.5$ eV at most, less than the gap of $1.12$ eV. A further potential drop at the drain would have to be judged separately. Finally, charge in the channel weakens gate control, so that the window opens by less than $e\,dV_g$. For a linear drop of fixed length, this raises the swing above \eqref{eq:swing} at the same window. The curved profile acts the other way, because its exponent falls faster as the window opens, and for the exponential profile above the cold swing is $38$ and $176$ mV per decade at $0.1$ and $0.5$ eV, at the much smaller currents found there. Equation \eqref{eq:swing} is therefore not a bound on the swing of a real device. The numerical output following this section lists the main computed values.

\section*{Values computed for the example and the checks}
\begin{verbatim}
gap 1.12 eV; drop length 4.0 nm
electron, hole mass 0.19, 0.16 m0; reduced 0.0869 m0
exponent at window opening B(0) = 8.522
transmission at window opening = 1.990e-04
window 0.1 eV: field 3.05 MV/cm, path 3.672 nm
  B 7.824, exp(-B) 4.002e-04, current for P=1 3.10 nA
  swing 140.3 mV/decade; exponent alone 359.1 mV/decade
window 0.3 eV: field 3.55 MV/cm, path 3.155 nm
  B 6.722, exp(-B) 1.204e-03, current for P=1 28.00 nA
  swing 285.4 mV/decade; exponent alone 486.4 mV/decade
window 0.5 eV: field 4.05 MV/cm, path 2.765 nm
  B 5.892, exp(-B) 2.762e-03, current for P=1 107.00 nA
  swing 408.5 mV/decade; exponent alone 633.1 mV/decade
gain 0.1 to 0.5 eV: window part 5.00, exponent part 6.90, total 34.51
thermal swing at 300 K = 59.53 mV/decade
cold-law swing is below it for window < 31.8 meV
two-band wave test (hbar = velocity = half-gap = 1, length 20):
  window 1.0, energy -1.5: -ln T wave 20.965, law 20.944
  window 2.0, energy -1.7: -ln T wave 15.683, law 15.708
  window 2.0, energy -2.0: -ln T wave 15.723, law 15.708
  window 2.0, energy -2.3: -ln T wave 15.683, law 15.708
  window 4.0, energy -3.0: -ln T wave 10.485, law 10.472
sizes of neglected effects:
exponential profile, window 0.1 eV: effective B 20.585, current factor 2.871e-06
exponential profile, window 0.5 eV: effective B 11.644, current factor 3.177e-03
body 5.0 nm, oxide 1.0 nm, relative permittivities 11.7, 3.9
scale length: thin-film 3.87 nm, 2D mode 4.92 nm
B at 0.5 eV with the 2D length = 7.243
source depletion at 0.5 eV, doping 1e+20 cm^-3 = 2.62 nm
phonon emission 60 meV, window 0.1 eV: B 8.461, current factor 0.212
phonon emission 60 meV, window 0.5 eV: B 6.372, current factor 0.545
absorption leakage at zero window / emission current at 0.5 eV = 3.06e-03
confinement masses 0.92, 0.28 m0: gap rise 70.1 meV, B at 0.5 eV 6.186
heavy electron mass 0.92 m0 along path: B at 0.5 eV 7.381
source Fermi level 50 meV below valence edge; drain bias 0.6 V
occupied window at 300 K for 0.1 eV = 0.0500 eV, current factor 0.500
occupied window at 300 K for 0.5 eV = 0.4464 eV, current factor 0.893
largest energy gained after tunnelling 0.50 eV; gap 1.12 eV
\end{verbatim}
